# Parabolic-barrier tunnelling factor: crossover temperature and sensitivity to frequency, part 1

(Sections cited here and not found follow in the second part.)

## What dimensions fix

A particle of mass $m$ moves along one coordinate in $V(x)=V_0-\tfrac12 m\omega^2x^2$, on the whole line. This is the form of a smooth barrier near its top whenever the curvature there is nonzero. A normal-mode calculation at the saddle point reports the unstable mode as an imaginary frequency, and "1500i wavenumbers" means $\hbar\omega=hc\times1500\ \mathrm{cm^{-1}}$, written below as $\omega=1500\ \mathrm{cm^{-1}}$. The quantity sought is the tunnelling factor $\kappa$, the quantum thermal flux across the barrier divided by the classical one.

$\kappa$ is a pure number. It cannot depend on $V_0$: the parabola has no bottom, so changing $V_0$ only moves the zero of energy, and both fluxes acquire the same factor. There remain $m$, $\omega$, $\hbar$ and $k_BT$. With M, L, t for mass, length and time, $[\hbar]=\mathrm{ML^2t^{-1}}$ and $[k_BT]=\mathrm{ML^2t^{-2}}$. For $m^a\omega^b\hbar^c(k_BT)^d$ to be dimensionless, length requires $c+d=0$, mass requires $a+c+d=0$, so $a=0$, and time requires $b+c+2d=0$, so $b=-d$. The only group is

$$u=\frac{\hbar\omega}{k_BT},\qquad \kappa=\kappa(u),\qquad \kappa(0)=1 .$$

The Hamiltonian contains $\omega$ only as $\omega^2$, so an expansion about the classical limit runs in powers of $u^2$. Any special temperature $T_c$ corresponds to a special value of $u$, hence $T_c\propto\omega$ and $\delta T_c/T_c=\delta\omega/\omega$. The response to the frequency and the response to the temperature are one function:

$$S\equiv\frac{\partial\ln\kappa}{\partial\ln\omega}=\frac{d\ln\kappa}{d\ln u}=-\frac{\partial\ln\kappa}{\partial\ln T}.$$

The mass drops out at fixed $\omega$. At fixed curvature $|V''|=m\omega^2$ it enters through $\omega\propto m^{-1/2}$.

From here on Rydberg units are used: $\hbar=1$, energies in Ry, lengths in bohr, electron mass $\tfrac12$. Define $\beta=1/k_BT$, $\theta=u/2$ and $\epsilon=(E-V_0)/\omega$. The coordinate is assumed separable from all other modes and the reactants are assumed thermal, so the rate constant is the flux $J$ over a reactant partition function and is proportional to $\kappa$. The classical flux through $x=0$ counts phase-space cells of size $2\pi$ with positive momentum $p_x$:

$$J_{\rm cl}=\int_0^\infty\frac{dp_x}{2\pi}\,\frac{p_x}{m}\,e^{-\beta(V_0+p_x^2/2m)}=\frac{e^{-\beta V_0}}{2\pi\beta},$$

since $p_x\,dp_x/m=dE$.

## The dynamics shared by both derivations

Put $Q=\sqrt{m\omega}\,x$ and $p=-i\,d/dQ$, so $[Q,p]=i$ and $H=V_0+\omega h$ with $h=\tfrac12(p^2-Q^2)$. Rotate the variables:

$$v=\frac{p+Q}{\sqrt2},\qquad w=\frac{p-Q}{\sqrt2},\qquad Q=\frac{v-w}{\sqrt2}.$$

The commutator is $[v,w]=\tfrac12(-[p,Q]+[Q,p])=i$, so $v$ and $w$ are a canonical pair, $v$ acting as position and $w$ as momentum. The products are $vw=\tfrac12(p^2-pQ+Qp-Q^2)$ and $wv=\tfrac12(p^2+pQ-Qp-Q^2)$; the mixed terms cancel in the sum, and

$$h=\tfrac12(vw+wv).$$

The Heisenberg equation gives $\dot v=i[H,v]=\tfrac{i\omega}{2}\,(v[w,v]+[w,v]v)=\tfrac{i\omega}{2}(-2iv)=\omega v$, and in the same way $\dot w=-\omega w$. Therefore

$$Q(t)=\frac{v\,e^{\omega t}-w\,e^{-\omega t}}{\sqrt2}.$$

As $t\to+\infty$ the sign of $Q$ is the sign of $v$; as $t\to-\infty$ it is the sign of $-w$. States with $w>0$ come from the left, states with $v>0$ end on the right, and states with $v<0$ end on the left. The signs of $v$ and of $w$ do not change in time, so the projectors $\Theta(v)$ and $\Theta(w)$, with $\Theta$ the unit step, commute with $H$.

## First derivation: transmission probability, then thermal average

Each energy-normalized incoming state carries the flux $1/2\pi$, as in the classical count $dE/2\pi$ above, and a fraction $P(E)$ of it is transmitted. (The factor $1/2\pi$ is proved for the quantum states in the comparison below.) Then $J=\frac1{2\pi}\int P\,e^{-\beta E}dE$, and with $dE=\omega\,d\epsilon$,

$$\kappa=\frac{J}{J_{\rm cl}}=u\int_{-\infty}^{\infty}P(\epsilon)\,e^{-u\epsilon}\,d\epsilon .$$

A step $P=\Theta(\epsilon)$ gives $\kappa=1$, as it must.

In the $v$ representation $w=-i\,d/dv$, and $h\psi=\epsilon\psi$ reads $-i(v\psi'+\tfrac12\psi)=\epsilon\psi$, so $v\psi'/\psi=-\tfrac12+i\epsilon$. The equation is of first order and singular at $v=0$, so each half-line has its own solution $|v|^{-1/2+i\epsilon}$. In the $w$ representation $v=i\,d/dw$, the equation is $i(w\phi'+\tfrac12\phi)=\epsilon\phi$, and the solutions are $|w|^{-1/2-i\epsilon}$. All four half-line functions have the same norm: with $y=\ln|v|$,

$$\int_0^\infty v^{-1}\,v^{i(\epsilon-\epsilon')}dv=\int_{-\infty}^\infty e^{i(\epsilon-\epsilon')y}dy=2\pi\,\delta(\epsilon-\epsilon').$$

The state incoming from the left is $\phi_L(w)=\Theta(w)\,w^{-1/2-i\epsilon}$. The eigenfunctions of $w=-i\,d/dv$ are $\langle v|w\rangle=e^{iwv}/\sqrt{2\pi}$, so in the $v$ representation, with $y=w|v|$ and the sign $\pm$ that of $v$,

$$\psi_L(v)=\frac{1}{\sqrt{2\pi}}\int_0^\infty w^{-1/2-i\epsilon}e^{iwv}dw=\frac{|v|^{-1/2+i\epsilon}}{\sqrt{2\pi}}\int_0^\infty y^{-1/2-i\epsilon}e^{\pm iy}dy .$$

The power of $|v|$ comes from $w^{-1/2-i\epsilon}dw=|v|^{1/2+i\epsilon-1}y^{-1/2-i\epsilon}dy$. Rotate the contour to $y=\pm ir$, where $e^{\pm iy}=e^{-r}$. The small arc around the origin contributes of order (radius)$^{1/2}$, and the large arc vanishes because the integrand falls as $|y|^{-1/2}$ times a decaying exponential (Jordan's lemma). The result is

$$\int_0^\infty y^{-1/2-i\epsilon}e^{\pm iy}dy=(\pm i)^{1/2-i\epsilon}\,\Gamma(\tfrac12-i\epsilon)=e^{\pm i\pi/4}\,e^{\pm\pi\epsilon/2}\,\Gamma(\tfrac12-i\epsilon),$$

because $(\pm i)^{-i\epsilon}=\exp[(\pm i\pi/2)(-i\epsilon)]=e^{\pm\pi\epsilon/2}$. The left-incoming state is thus $t$ times the $v>0$ function plus $r$ times the $v<0$ function, with $|t|^2/|r|^2=e^{\pi\epsilon}/e^{-\pi\epsilon}=e^{2\pi\epsilon}$; the gamma function cancels. A wave packet $\int a(\epsilon)\phi_L\,d\epsilon$ ends on the right with probability proportional to $\int|a|^2|t|^2d\epsilon$, so $P=|t|^2$ and $R=|r|^2$. The Fourier transform preserves the norm and the half-line functions are equally normalized, so $P+R=1$. Solving $P/(1-P)=e^{2\pi\epsilon}$,

$$P(\epsilon)=\frac{1}{1+e^{-2\pi\epsilon}} .$$

No approximation has been made. At the top $P=\tfrac12$; far below it $P\to e^{-2\pi|\epsilon|}$; and $P(-\epsilon)=1-P(\epsilon)$, so reflection above the top mirrors tunnelling below it.

In the thermal integral $I=\int f\,d\epsilon$, $f=e^{-u\epsilon}/(1+e^{-2\pi\epsilon})$, the upper tail is $e^{-u\epsilon}$ and converges for $u>0$. The lower tail is $e^{(2\pi-u)\epsilon}$: going down in energy the Boltzmann factor grows as $e^{u|\epsilon|}$ while $P$ falls as $e^{-2\pi|\epsilon|}$, and the integral exists only for $u<2\pi$. For $0<u<2\pi$ integrate $f$ counterclockwise around the rectangle with long sides $\mathrm{Im}\,\epsilon=0$ and $\mathrm{Im}\,\epsilon=1$. The short sides vanish with the tails. The denominator has period $i$, so $f(\epsilon+i)=e^{-iu}f(\epsilon)$, and the upper side, run backwards, gives $-e^{-iu}I$. The only pole inside is at $\epsilon=i/2$, where $e^{-2\pi\epsilon}=-1$; the derivative of the denominator there is $-2\pi(-1)=2\pi$, and the residue is $e^{-iu/2}/2\pi$. Thus

$$I\,(1-e^{-iu})=i\,e^{-iu/2},\qquad 1-e^{-iu}=2i\,e^{-iu/2}\sin(u/2),\qquad I=\frac{1}{2\sin(u/2)},$$

and

$$\kappa=\frac{\theta}{\sin\theta},\qquad \theta=\frac{u}{2}=\frac{\pi T_c}{T},\qquad T_c=\frac{\hbar\omega}{2\pi k_B},\qquad T>T_c .$$

For $\theta>\pi$ the function $\theta/\sin\theta$ has values, some negative, but they are not the flux, which is infinite there in this model.

## Second derivation: the flux correlation function

This route never resolves energies. Define the flux operator as the rate of change of the population on the right. With $[p,\Theta(Q)]=-i\delta(Q)$,

$$F=i[H,\Theta(Q)]=\frac{i\omega}{2}\big(p[p,\Theta]+[p,\Theta]p\big)=\frac{\omega}{2}\big(p\,\delta(Q)+\delta(Q)\,p\big).$$

The one-way flux is the thermal flux through $Q=0$ carried by states that end on the right,

$$J=\mathrm{Tr}\big[e^{-\beta H}F\,\mathcal P\big],\qquad \mathcal P=\lim_{t\to\infty}\Theta(Q(t))=\Theta(v).$$

Classically $F\to\omega p\,\delta(Q)$, and on $Q=0$ the condition $v>0$ is $p>0$, which returns $J_{\rm cl}$. Since $\mathcal P$ commutes with $H$, half of the Boltzmann operator can be moved through it and around the trace: $J=\mathrm{Tr}[\bar F\mathcal P]$ with $\bar F=e^{-\beta H/2}Fe^{-\beta H/2}$. Since $F(t)=d\Theta(Q(t))/dt$, $\mathcal P=\Theta(Q)+\int_0^\infty F(t)\,dt$. The first term contributes nothing: in the position basis $e^{-\beta H/2}$ is real and symmetric and $F$ is imaginary and antisymmetric, so $\bar F$ is antisymmetric and its diagonal $\bar F(Q,Q)$ vanishes. What remains is

$$J=\int_0^\infty C(t)\,dt,\qquad C(t)=\mathrm{Tr}\big[F\,U^\dagger F\,U\big],\qquad U=e^{-iHt-\beta H/2},$$

where $F(t)=e^{iHt}Fe^{-iHt}$ was inserted and the exponentials collected by cyclic permutation. With $s=\omega t$ and $z=\theta+is$, $U=e^{-iV_0t-\beta V_0/2}\,e^{-zh}$.

The kernel $G(Q,Q';z)=\langle Q|e^{-zh}|Q'\rangle$ obeys $\partial_zG=-hG=\tfrac12\partial_Q^2G+\tfrac12Q^2G$ and tends to $\delta(Q-Q')$ as $z\to0$. Try $G=N\exp[-\tfrac12A(Q^2+Q'^2)+BQQ']$ with $N,A,B$ functions of $z$. Then $\partial_Q^2G/G=(-AQ+BQ')^2-A$ and $\partial_z\ln G=N'/N-\tfrac12A'(Q^2+Q'^2)+B'QQ'$. Matching the coefficients of $Q^2$, $Q'^2$, $QQ'$ and $1$:

$$-A'=A^2+1,\qquad -A'=B^2,\qquad B'=-AB,\qquad N'/N=-A/2 .$$

These are solved by $A=\cot z$, $B=1/\sin z$, $N\propto(\sin z)^{-1/2}$. For small $z$ the exponent becomes $-(Q-Q')^2/2z$, which represents the delta function when the prefactor is $(2\pi z)^{-1/2}$. So

$$G=\frac{1}{\sqrt{2\pi\sin z}}\exp\left[-\frac{(Q^2+Q'^2)\cos z-2QQ'}{2\sin z}\right].$$

The operator $F$ only samples values and slopes at the origin. From $(pf)^*=i f^{*\prime}$ and $pg=-ig'$, $\langle f|F|g\rangle=\frac{\omega}{2i}\,[f^*g'-f^{*\prime}g]_{Q=0}$. Write $\langle a|g\rangle=g(0)$ and $\langle b|g\rangle=g'(0)$, so that $F=\frac{\omega}{2i}(|a\rangle\langle b|-|b\rangle\langle a|)$. Multiplying out the trace gives four terms:

$$C=-\frac{\omega^2}{4}\Big[U^\dagger_{ba}U_{ba}-U^\dagger_{bb}U_{aa}-U^\dagger_{aa}U_{bb}+U^\dagger_{ab}U_{ab}\Big].$$

At $Q=Q'=0$ the single derivatives vanish, because $\partial_Q\ln G=-AQ+BQ'$; hence $U_{ab}=U_{ba}=0$. The mixed derivative is $U_{bb}=B\,U_{aa}$, and $U^\dagger_{aa}=U_{aa}^*$, $U^\dagger_{bb}=U_{bb}^*$. Therefore $C=\tfrac{\omega^2}{4}|U_{aa}|^2(B+B^*)$ with $|U_{aa}|^2=e^{-\beta V_0}/(2\pi|\sin z|)$. Now $\sin z=\sin\theta\cosh s+i\cos\theta\sinh s$, so $|\sin z|^2=\sin^2\theta\,(1+\sinh^2s)+\cos^2\theta\sinh^2s=\sin^2\theta+\sinh^2s$, and $\mathrm{Re}\,B=\sin\theta\cosh s/|\sin z|^2$. This gives

$$C(t)=\frac{\omega^2e^{-\beta V_0}}{4\pi}\,\frac{\sin\theta\,\cosh\omega t}{(\sin^2\theta+\sinh^2\omega t)^{3/2}} .$$

Substitute $y=\sinh\omega t$, $dy=\omega\cosh\omega t\,dt$, and use the antiderivative $y/(\sigma^2\sqrt{\sigma^2+y^2})$ of $(\sigma^2+y^2)^{-3/2}$, which runs from $0$ to $1/\sigma^2$, with $\sigma=\sin\theta$:

$$J=\frac{\omega\,e^{-\beta V_0}}{4\pi\sin\theta},\qquad \kappa=\frac{J}{J_{\rm cl}}=\frac{\beta\omega}{2\sin\theta}=\frac{\theta}{\sin\theta}.$$

The correlation function is positive, so its time integral rises steadily to $J$. This is a property of the thermal trace, not of every state: a single packet coming from the left can still have a negative flux at $Q=0$ for a short time. As $\theta\to\pi$ its height $C(0)\propto1/\sin^2\theta$ grows and its duration, about $\sin\theta/\omega$, shrinks; the product diverges as $1/\sin\theta$.

## What each derivation assumes

The two definitions of $J$ agree. Evaluate the trace of the second in the energy-normalized states $|E,+\rangle$ built from the $v>0$ functions, which span the range of $\mathcal P$: $J=\int dE\,e^{-\beta E}F_{EE}$. For a normalized packet $\int a(E)|E,+\rangle dE$, the time integral of $\langle F(t)\rangle$ is $\iint a^*(E)a(E')F_{EE'}\,2\pi\delta(E-E')=2\pi\int|a|^2F_{EE}\,dE$. It is also the population on the right at $t=+\infty$, which is 1, minus that at $t=-\infty$. The overlap of $|E,+\rangle$ with the left-incoming state has squared modulus $P$, so the packet came from the right with probability $\int|a|^2(1-P)\,dE$. Hence $F_{EE}=P/2\pi$ and $J=\frac{1}{2\pi}\int Pe^{-\beta E}dE$. This also proves the factor $1/2\pi$ used in the first route.

Both routes assume separability, thermal reactants, and a potential that is quadratic everywhere. They use the last assumption differently. The first uses it to make the eigenvalue equation first order in $v$, and it needs the classification of incoming and outgoing states. It yields $P(\epsilon)$, which shows which energies carry the flux, gives $u<2\pi$ as an ordinary convergence condition, and can be cut off at a finite depth. The second uses it to make the kernel Gaussian, and needs that kernel only at the barrier top. It yields the time over which the flux is decided; $P$ does not appear in it and would have to be recovered from $\kappa(u)$ by inverting a Laplace transform.

One step of the second route, the passage through $\bar F$, is directly justified on a smaller range. $\bar F$ is built from $e^{-\theta h}|a\rangle\propto e^{-Q^2\cot\theta/2}$ and $e^{-\theta h}|b\rangle\propto Qe^{-Q^2\cot\theta/2}$, which are normalizable only for $\theta<\pi/2$, that is $T>2T_c$. There every trace above is a finite sum of matrix elements between normalizable states. $C(t)$ itself needs less. Writing $e^{-zh}=e^{-\theta h/2}e^{-ish}e^{-\theta h/2}$, its elements $U_{aa}$ and $U_{bb}$ are taken between the states $e^{-\theta h/2}|a\rangle\propto e^{-Q^2\cot(\theta/2)/2}$ and $e^{-\theta h/2}|b\rangle$, which are normalizable for all $\theta<\pi$. So $C(t)$ and its integral are well defined down to $T_c$. Only their equality with $\mathrm{Tr}[e^{-\beta H}F\mathcal P]$ is carried to $\pi/2\le\theta<\pi$ by continuation in $\theta$, using the tail $e^{2\pi\epsilon}$ of $P$ found in the first route.

The routes also show $T_c$ in different guises. In the first, the Boltzmann growth overtakes the tunnelling decay. In the second, $\sin z=0$ at $z=\pi$ is a focal point. In imaginary time the potential changes sign and the barrier becomes an oscillator of period $2\pi/\omega$; all orbits leaving $Q=0$ return there after the half period $\pi/\omega$, and each factor $e^{-\beta H/2}$ spans exactly that when $\beta=2\pi/\omega$.

Two derivations, one from the transmission probability and one from the flux correlation function, give $\kappa=\theta/\sin\theta$ for the parabolic barrier above $T_c=\hbar\omega/2\pi k_B$. What remains is to find how strongly $\kappa$ responds to an error in $\omega$, how a finite barrier changes the result, and what both amount to in a worked example.
